# Hartree Part of the Koopmans Shift for a Gaussian Wannier Orbital

An insulating layer in a chip blocks current because its filled states lie far below its empty ones. A calculation with a local density functional places the filled levels too high for a simple reason: the electron in a localized orbital contributes to the Hartree potential, and so is repelled by its own charge. The energy needed to remove that electron from the solid contains no such full self-repulsion. Koopmans-compliant functionals repair the level by making it equal to a removal energy, counted here as the energy with the electron minus the energy without it. How large is the repair for an orbital of known size, before any such calculation is run?

Hartree atomic units are used: lengths in bohr, energies in hartree. The orbital is one filled spin-orbital, with density $n(\mathbf r)$ that integrates to one. If a spatial orbital holds two electrons, the partner of opposite spin belongs to the background.

## The estimate on the back of an envelope

Let the electron's charge fill a region of size $\sigma$. Its self-repulsion $U$ is then about $1/\sigma$. When the charge is brought in gradually, the repulsion from the part already present grows linearly from zero to $U$, and its average is $U/2$. The level of the full orbital contains the final value $U$; the removal energy contains the average. The level is therefore too high by $U/2$.

A uniformly charged ball gives a first prefactor. A unit charge in a ball of radius $R$ has electrostatic energy $3/(5R)$ and mean square radius $3R^2/5$. Let $\sigma$ be the standard deviation along each axis, so that the mean square radius is $3\sigma^2$. Then $R=\sqrt5\,\sigma$, and the energy is

$$\frac{3}{5\sqrt5\,\sigma}\approx\frac{0.27}{\sigma}.$$

The other electrons move aside and weaken the repulsion by a factor $\alpha$, roughly the inverse of the dielectric constant. The estimated lowering is $0.27\,\alpha/\sigma$. The derivation below replaces the ball by a Gaussian and shows what the argument assumes.

## From the removal energy to half the self-repulsion

Let $E(f)$ be the energy of the system when the orbital has occupation $f$ between 0 and 1. The orbital's level is the derivative $\varepsilon(f)=dE/df$. The integral Koopmans (KI) correction adds to the energy

$$\Pi(f)=-[E(f)-E(0)]+f\,[E(1)-E(0)].$$

The first term removes the curved dependence on $f$, and the second puts a straight line in its place. Since $\Pi(0)=\Pi(1)=0$, the total energy at integer occupation is unchanged. The level does change, by

$$\frac{d\Pi}{df}=E(1)-E(0)-\varepsilon(f).$$

For the filled orbital the shift is $\Delta=E(1)-E(0)-\varepsilon(1)$.

Consider first a frozen response: the density is $R(\mathbf r)+f\,n(\mathbf r)$, with neither the background $R$ nor the shape $n$ depending on $f$. Write

$$(a|b)=\iint\frac{a(\mathbf r)\,b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad U=(n|n).$$

The Hartree energy is $E_H[\rho]=\tfrac12(\rho|\rho)$. Expanding the square and using $(R|n)=(n|R)$,

$$E_H[R+n]-E_H[R]=(R|n)+\tfrac12(n|n).$$

The Hartree part of the filled level is the potential of the whole density, averaged over the orbital:

$$(R+n|n)=(R|n)+(n|n).$$

Subtracting the second line from the first gives

$$\Delta_H^{\rm frozen}=-\tfrac12(n|n)=-\frac U2 .$$

The background has cancelled, whatever its shape. The kinetic energy and the attraction to the nuclei are linear in $f$ for a fixed orbital, so they contribute equally to the energy difference and to the level, and drop out.

For an empty orbital the level is taken at $f=0$ and contains $(R|n)$ alone. The same subtraction gives $+U/2$. Filled levels go down and empty ones go up, each by an amount set by its own orbital, and the gap opens.

## The Gaussian integral

Let

$$n(\mathbf r)=\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}} .$$

The self-repulsion $U$ is the mean of $1/s$, where $\mathbf s=\mathbf r-\mathbf r'$ joins two points drawn independently from $n$. Each component of $\mathbf s$ is a difference of two independent Gaussian variables, so it is Gaussian with variance $\sigma^2+\sigma^2=2\sigma^2$. Hence

$$U=\int_0^\infty \frac1s\,\frac{e^{-s^2/4\sigma^2}}{(4\pi\sigma^2)^{3/2}}\,4\pi s^2\,ds
=\frac{4\pi}{8\pi^{3/2}\sigma^3}\int_0^\infty s\,e^{-s^2/4\sigma^2}ds .$$

The remaining integral is $2\sigma^2$, because the integrand is the derivative of $-2\sigma^2e^{-s^2/4\sigma^2}$. Therefore

$$U=\frac{1}{\sqrt\pi\,\sigma},\qquad \Delta_H^{\rm frozen}=-\frac{1}{2\sqrt\pi\,\sigma}=-\frac{0.282}{\sigma}.$$

The ball gave 0.268, about 5 percent less than the Gaussian at the same $\sigma$. For compact shapes such as these, the second moment fixes the scale of the answer but not the exact prefactor. An orbital split into well-separated lobes can have a much larger self-repulsion than its second moment suggests.

The cancellation of the background was tested on a radial grid, with $\sigma=1.3058$ bohr and seven further electrons in a density proportional to $e^{-1.1r}$. The removal energy minus the level came out as $-0.21604$ hartree for the filled orbital and $+0.21604$ hartree for the empty one. The formula gives $0.28209/1.3058=0.2160$ hartree.

## Relaxation of the other electrons

The background does respond when the orbital is filled. Let the vector $x$ describe its displacement from the state it has at $f=0$. To second order,

$$E(f,x)=E_0+hf+\tfrac12Uf^2+f\,b^{T}x+\tfrac12x^{T}Kx .$$

Here $h$ is the level at $f=0$, $b$ is the force exerted by the orbital's charge, and $K$ is the stiffness of the background, a symmetric positive matrix. Setting the derivative with respect to $x$ to zero gives $x=-fK^{-1}b$. Inserting this, the coupling term becomes $-f^2b^TK^{-1}b$ and the elastic term $+\tfrac12f^2b^TK^{-1}b$, so that

$$E(f)=E_0+hf+\tfrac12\alpha Uf^2,\qquad \alpha U=U-b^{T}K^{-1}b .$$

The screening coefficient $\alpha$ is the relaxed curvature divided by the frozen one. It cannot exceed one, because $K$ is positive. Now $E(1)-E(0)=h+\alpha U/2$ and $\varepsilon(1)=h+\alpha U$, so

$$\boxed{\;\Delta_H=-\frac{\alpha U}{2}=-\frac{\alpha}{2\sqrt\pi\,\sigma}\;}$$

This holds for linear response. The size of the first nonlinear term can be seen in a small model, where the background is one electron on two sites with hopping $t$, and the orbital's charge raises one site by $fW$. The lower eigenvalue of the background is

$$\frac{fW}2-\sqrt{t^2+\frac{f^2W^2}4}
=\frac{fW}{2}-t-\frac{f^2W^2}{8t}+\frac{f^4W^4}{128t^3}-\dots$$

The quadratic term reduces the curvature by $W^2/4t$, so $\alpha=1-W^2/(4tU)$. With $t=10$, $W=1$ and $U=0.05$ hartree this is $\alpha=0.5$, and the predicted shift is $-0.0125$ hartree. Diagonalization gives $-0.012523$ hartree. The difference is the quartic term: a contribution $cf^4$ to the energy changes $E(1)-E(0)-\varepsilon(1)$ by $c-4c=-3c$, here $-3/128000=-2.3\times10^{-5}$ hartree. The linear-response formula is off by 0.2 percent in this weakly driven case. For $W$ well below $t$ the error grows as $W^4/t^3$. For stronger driving the expansion itself fails and the error keeps growing, though more slowly, so a soft background near a strongly localized charge is less well described.

## Which screening coefficient?

A homogeneous medium with static dielectric function $\epsilon(q)$ gives $\alpha$ explicitly. The Fourier transform of the Gaussian is $e^{-q^2\sigma^2/2}$ and that of $1/r$ is $4\pi/q^2$, so

$$U=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,e^{-q^2\sigma^2}=\frac2\pi\int_0^\infty e^{-q^2\sigma^2}dq .$$

The factor $q^2$ of the volume element has cancelled the one in the Coulomb interaction. Screening divides the interaction by $\epsilon(q)$. Dividing the result by $U=1/(\sqrt\pi\,\sigma)$ and setting $q=y/\sigma$,

$$\alpha=\frac{2}{\sqrt\pi}\int_0^\infty\frac{e^{-y^2}}{\epsilon(y/\sigma)}\,dy .$$

A wide orbital samples small $q$, and $\alpha$ tends to $1/\epsilon_\infty$, the inverse of the electronic dielectric constant. A very narrow orbital samples large $q$, where electrons cannot follow and $\epsilon\to1$, so $\alpha\to1$. If $\epsilon(q)$ falls steadily with $q$, as in the model used below, $1/\epsilon_\infty$ is a lower bound on $\alpha$, and $\alpha$ grows as the orbital shrinks. The lowering then rises faster than $1/\sigma$.

In the opposite direction the shift vanishes as $\sigma$ grows. An orbital spread over a whole large crystal has no self-repulsion left to correct. The correction therefore depends on using localized Wannier functions, and its size depends on how localized they are.

## The part that exchange takes back

The Hartree part is not the whole Koopmans shift. A local functional already removes some self-repulsion through exchange. For one spin direction with density $\rho_s$, local exchange is

$$E_x=-c\int\rho_s^{4/3}d^3r,\qquad c=\frac32\left(\frac{3}{4\pi}\right)^{1/3},\qquad v_x=-\frac43\,c\,\rho_s^{1/3}.$$

Its contribution to the removal energy minus the level, before screening, is

$$X=-c\int\Big[\rho_s^{4/3}-(\rho_s-n)^{4/3}-\tfrac43\rho_s^{1/3}n\Big]d^3r .$$

The function $\rho^{4/3}$ is convex and lies above its tangent, so $(\rho_s-n)^{4/3}\ge\rho_s^{4/3}-\tfrac43\rho_s^{1/3}n$. The bracket is then negative or zero, and $X\ge0$: exchange opposes the Hartree lowering.

The derivative of the bracket with respect to $\rho_s$ at fixed $n$ is

$$\tfrac43\big[\rho_s^{1/3}-(\rho_s-n)^{1/3}\big]-\tfrac49\rho_s^{-2/3}n .$$

The cube root is concave and lies below its tangent, so the square bracket is at least $\tfrac13\rho_s^{-2/3}n$, and the whole expression is not negative. A larger same-spin background therefore makes $X$ smaller. Its largest value belongs to the isolated orbital, $\rho_s=n$, where the bracket is $-\tfrac13n^{4/3}$. For the Gaussian,

$$\int n^{4/3}d^3r=\frac{1}{(2\pi\sigma^2)^2}\int e^{-2r^2/3\sigma^2}d^3r=\frac{(3\pi\sigma^2/2)^{3/2}}{(2\pi\sigma^2)^2}=\frac{(3/4)^{3/2}}{\sqrt{2\pi}\,\sigma}.$$

Multiplying by $c/3$ and dividing by $1/(2\sqrt\pi\,\sigma)$ gives

$$\frac{X_{\max}}{U/2}=\frac{\sqrt2\,c}{3}\left(\frac34\right)^{3/2}=0.285 .$$

For a filled Gaussian orbital, local exchange thus cancels at most 28.5 percent of the Hartree part, at any $\sigma$. The bound does not carry over to an empty orbital, whose level is taken at $f=0$; there the bracket for an isolated orbital is $n^{4/3}$, three times as large in magnitude, and exchange cancels 85 percent of the Hartree part for a Gaussian. A same-spin background reduces this fraction too. If the same $\alpha$ screens both parts, the shift is $-\alpha(U/2-X)$, still a lowering. Local correlation is not included in this bound.

## Numbers for a filled orbital in NaCl

The filled valence states of NaCl derive mainly from the 3p orbitals of chlorine. As a stand-in for the crystal's Wannier function, take the 3p orbital of a free chloride ion in restricted Hartree–Fock theory, which leaves out electron correlation. In the aug-cc-pVQZ basis the mean square radius is 5.115 bohr$^2$, so

$$\sigma=\sqrt{5.115/3}=1.306\ \text{bohr}=0.0691\ \text{nm}.$$

Going from the triple-zeta to the quadruple-zeta basis changes $\sigma$ by $-0.015$ percent and the computed self-repulsion by 0.011 percent. The choice of method matters more than the basis. The local-density 3p orbital of the same ion has a level slightly above zero, so the basis is what holds it; in the triple-zeta basis its $\sigma$ is about 3 percent larger and its self-repulsion about 1 percent smaller, which would lower the simple estimate below by about 0.07 eV.

In practical units the prefactor $1/(2\sqrt\pi)$ is 0.406 eV nm. The unscreened lowering is $0.4062/0.0691=5.88$ eV, or 0.216 hartree. With a rough electronic dielectric constant of 2.3, $\alpha=1/2.3=0.435$, and

$$|\Delta_H|=0.435\times5.88\ \text{eV}=2.56\ \text{eV}=0.094\ \text{hartree}.$$

Three neglected effects can be sized for this same orbital.

**Shape.** A p orbital is not a Gaussian. Its computed self-repulsion is 0.4876 hartree, against 0.4321 hartree for the Gaussian with the same second moment. The true value is 13 percent above the estimate.

**Exchange.** For the 3p orbital alone, $X=0.078$ hartree. With the ion's other same-spin electrons present it falls to 0.033 hartree, in line with the inequality above. This is 13 percent of the orbital's true Hartree part, $0.4876/2=0.2438$ hartree.

**Screening at finite wavevector.** A simple model is

$$\epsilon(q)=1+\left[\frac1{\epsilon_\infty-1}+\frac{q^2}{q_{TF}^2}+\frac{q^4}{4\omega_p^2}\right]^{-1}.$$

It equals $\epsilon_\infty$ at $q=0$. The middle term gives Thomas–Fermi screening, $1+q_{TF}^2/q^2$, when $\epsilon_\infty$ is infinite and $q$ small. The last term gives the response of free electrons at large $q$. A rough lattice constant of 0.56 nm, with 32 valence electrons per cubic cell, means a density of 0.0270 bohr$^{-3}$. From it follow $q_{TF}^2=4k_F/\pi=1.18$ bohr$^{-2}$, with $k_F$ the Fermi wavevector of a uniform gas of that density, and $\omega_p^2=0.339$ hartree$^2$. The result is $\alpha=0.512$ in place of 0.435, and the Gaussian lowering becomes 3.01 eV, 18 percent above the first value.

Together the three effects, with this Gaussian value of $\alpha$, give

$$0.512\times(0.2438-0.0328)\ \text{hartree}=0.108\ \text{hartree}=2.94\ \text{eV}.$$

This is 15 percent above the simple estimate. The real p orbital samples larger wavevectors than the Gaussian does. With its own charge distribution in the screening integral, $\alpha$ rises to 0.547 and the lowering to 3.14 eV, 23 percent above the simple estimate. Local correlation, still left out, would add about 0.06 eV if screened with the same $\alpha$, and 0.11 eV unscreened. Using one $\alpha$ for both parts is also an approximation: exchange acts at short range, where screening is weaker. Its own coefficient in the same $\epsilon(q)$ model depends on how the exchange kernel is treated. A kernel constant in space gives about 0.83 and reduces the lowering by about 0.25 eV; a kernel proportional to $\rho_s^{-2/3}$ for the ion's own density gives about 0.68 and a reduction of about 0.12 eV. The shape and exchange corrections to $U/2$ nearly cancel here; nothing in the derivation makes them do so for another orbital. The remaining difference comes almost wholly from the screening coefficient, which is also the least certain input. The values obtained with the Gaussian $\alpha$ are in the numerical output.

## Setting the estimate beside the real crystal

The dielectric constant and lattice constant used for NaCl are rough typical values; the orbital is that of a free ion. In the crystal, neighbouring ions may compress it, and hybridization with sodium states may spread it. At fixed $\alpha$, a 10 percent smaller $\sigma$ raises the lowering from 2.56 to 2.84 eV. The homogeneous medium also ignores the lattice structure of the screening. In a thin film this assumption fails further, since an orbital close to a metal contact is screened more strongly than one in the bulk, and an orbital close to a vacuum surface more weakly. The shift is proportional to $\alpha$, so a 10 percent drop in $\alpha$ removes about 0.26 eV. The estimates above run from about 2.6 to 3.2 eV for the chosen inputs, and other reasonable choices for the screening can shift them by a few tenths of an eV. They do not predict the measured gap, which also depends on the empty states and on the functional being corrected.

There is one more step from an orbital to a band edge. For filled orbitals the KI correction is a constant for each orbital, and it acts on the diagonal of the Hamiltonian in the Wannier basis. If every Wannier function of an isolated group of bands has the same shift, the correction is $\Delta$ times the unit matrix, and the whole group moves rigidly by $\Delta$. Three p-like functions on a chlorine site with cubic symmetry meet this condition. If the shifts differ, a nondegenerate band edge moves by an average weighted with its Wannier composition, to first order in the differences, and the band shapes generally change as well. At a degenerate edge the unequal shifts also decide which combinations of the states form the new edge, so the Hamiltonian has to be diagonalized within the degenerate group.

For a semiconductor with stronger screening the same formula gives a much smaller number. Take round model values, $\sigma=0.1$ nm and $\alpha=0.1$: the lowering is $0.1\times0.406/0.1=0.41$ eV. Here the choice of $\alpha$ matters more. The value 0.1 is $1/\epsilon_\infty$ for $\epsilon_\infty=10$, and it ignores the weaker screening at short range. The model $\epsilon(q)$ above, with the same $\epsilon_\infty$ and a silicon-like density of 200 valence electrons per nm$^3$, gives $\alpha=0.19$ for this orbital. The lowering is then 0.76 eV, nearly twice as large. The estimate is thus most useful for wide-gap insulators with compact orbitals, where $\alpha$ is not small and a given absolute error in it costs a smaller fraction of the shift. For strongly screened materials it gives the order of magnitude, and $\alpha$ has to be computed for the orbital in question.

## Calculated quantities

```
Chloride 3p orbital, restricted Hartree-Fock
  aug-cc-pvdz: sigma = 1.3066 bohr, U = 0.4873 hartree
  aug-cc-pvtz: sigma = 1.3060 bohr, U = 0.4876 hartree
  aug-cc-pvqz: sigma = 1.3058 bohr, U = 0.4876 hartree
TZ to QZ shift of sigma: -0.015 %
TZ to QZ shift of U: 0.011 %
sigma used: 1.3058 bohr = 0.0691 nm
spread <r^2> = 3 sigma^2: 5.115 bohr^2
prefactor 1/(2 sqrt(pi)): 0.28209 hartree bohr
prefactor in eV nm: 0.40621 eV nm
Gaussian U: 0.4321 hartree
unscreened lowering, formula: 0.21604 hartree
unscreened lowering: 5.879 eV
filled shift with background, grid: -0.21604 hartree
empty shift with background, grid: 0.21604 hartree
rough eps_inf (input): 2.3
alpha = 1/eps_inf: 0.4348
screened lowering: 0.09393 hartree
screened lowering: 2.556 eV
Two-level screening test
  hop 10.0, coupling 1.0, U 0.05 hartree
  bare level: -0.3 hartree
  alpha from linear response: 0.5000
  shift from diagonalization: -0.012523 hartree
  shift -alpha U/2: -0.012500 hartree
Neglected effects
  true/Gaussian self-repulsion: 1.129
  exchange/Hartree, isolated Gaussian: 0.2849
  exchange X, 3p alone: 0.07820 hartree
  exchange X, 3p in ion: 0.03284 hartree
  X in ion / true Hartree part: 0.1347
  grid shift of X: -0.0000 %
  rough lattice constant (input): 0.56 nm
  valence density: 0.02700 bohr^-3
  Thomas-Fermi q^2: 1.1817 bohr^-2
  plasma frequency squared: 0.3393 hartree^2
  alpha with eps(q): 0.5123
  Gaussian lowering with eps(q): 3.012 eV
  lowering at 0.9 sigma, alpha fixed: 2.840 eV
  combined shape, exchange, eps(q): 2.941 eV
```
